# Density-gradient quantum potential from the thermal Wigner distribution: a program that tests the result

```python
"""Density-gradient quantum potential from the thermal Wigner function.

Result under test, for a smooth potential V, mass m, Boltzmann statistics:
    n = n0 exp[-(V + Lam)/kT],  Lam = -(hbar^2/6m) (sqrt n)''/sqrt n.
Symbols: U = V/kT; ell2 = hbar^2/(m kT), thermal length squared (nm^2);
L = ln(n/n0), with n0 the density of the flat reservoir.
The reference is exp(-H/kT) by diagonalization on a periodic grid: it is
single-band, parabolic, nondegenerate and in equilibrium.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq
from scipy.special import expit

# ---------- symbolic tests: Wigner correction with a mass tensor ----------
x, y, p, q = sp.symbols('x y p q', real=True)
b, m1, m2 = sp.symbols('b m1 m2', positive=True)
V2 = sp.Function('V')(x, y)
H2 = p**2/(2*m1) + q**2/(2*m2) + V2


def dressed(h, var, ham):
    """exp(b H) d/dvar [exp(-b H) h]"""
    return sp.diff(h, var) - b*sp.diff(ham, var)*h


def twice(var_a, var_b):
    return dressed(dressed(sp.Integer(1), var_a, H2), var_b, H2)


Vxx, Vyy, Vxy = sp.diff(V2, x, 2), sp.diff(V2, y, 2), sp.diff(V2, x, y)
g_tensor = (-b**2/8*(Vxx/m1 + Vyy/m2)
            + b**3/24*(sp.diff(V2, x)**2/m1 + sp.diff(V2, y)**2/m2)
            + b**3/24*(p**2*Vxx/m1**2 + 2*p*q*Vxy/(m1*m2)
                       + q**2*Vyy/m2**2))
bloch_source = (Vxx*twice(p, p) + 2*Vxy*twice(p, q) + Vyy*twice(q, q)
                + twice(x, x)/m1 + twice(y, y)/m2)/8
assert sp.expand(sp.diff(g_tensor, b) - bloch_source) == 0

# stress divergence equals the force of the quantum potential
L2d = sp.Function('L')(x, y)
root = sp.exp(L2d/2)
curv = sp.simplify((sp.diff(root, x, 2) + sp.diff(root, y, 2))/root)
stress_div = sum(sp.diff(L2d, x, v, v) + sp.diff(L2d, v)*sp.diff(L2d, x, v)
                 for v in (x, y))
assert sp.simplify(sp.expand(stress_div - 2*sp.diff(curv, x))) == 0

# ---------- symbolic tests: hbar^4 terms in one dimension (m = 1) ----------
V = sp.Function('V')(x)
H1 = p**2/2 + V
d1, d2, d3, d4 = [sp.diff(V, x, k) for k in (1, 2, 3, 4)]


def repeat(h, var, times):
    for _ in range(times):
        h = dressed(h, var, H1)
    return h


def integrate_b(expr):
    terms = sp.Poly(sp.expand(expr), b).terms()
    return sp.expand(sum(c*b**(k[0] + 1)/(k[0] + 1) for k, c in terms))


def momentum_average(expr):
    terms = sp.Poly(sp.expand(expr), p).terms()
    assert all(k[0] % 2 == 0 for k, _ in terms)
    return sp.expand(sum(c*sp.factorial2(k[0] - 1)/b**(k[0]//2)
                         for k, c in terms))


one = sp.Integer(1)
g2 = integrate_b((d2*repeat(one, p, 2) + repeat(one, x, 2))/8)
g4 = integrate_b((d2*repeat(g2, p, 2) + repeat(g2, x, 2))/8
                 - d4*repeat(one, p, 4)/384)
log2 = momentum_average(g2)
log4 = sp.expand(momentum_average(g4) - log2**2/2)
assert sp.expand(log2 - (-b**2*d2/12 + b**3*d1**2/24)) == 0

# the same hbar^4 term from Brownian-bridge cumulants
s, t = sp.symbols('s t', positive=True)
var_sq = sp.integrate(sp.expand((s*(1 - s))**2), (s, 0, 1))
cov_sq = 2*sp.integrate(sp.integrate(s**2*(1 - t)**2, (s, 0, t)), (t, 0, 1))
cov_line = sp.expand(sp.integrate(s*(1 - t), (s, 0, t))
                     + sp.integrate(t*(1 - s), (s, t, 1)))
cov_var = sp.integrate(sp.expand(cov_line*t*(1 - t)), (t, 0, 1))
cov_line_sq = sp.integrate(sp.expand(cov_line**2), (t, 0, 1))
bridge4 = (-b**3*d4*var_sq/8 + b**4*d2**2*cov_sq/4
           + b**4*d1*d3*cov_var/2 - b**5*d1**2*d2*cov_line_sq/2)
assert sp.expand(log4 - bridge4) == 0

# hbar^4 term produced by iterating the density-gradient equation
first = b/12*(sp.diff(-b*V, x, 2) + sp.diff(-b*V, x)**2/2)
second = b/12*(sp.diff(first, x, 2) + sp.diff(-b*V, x)*sp.diff(first, x))
gap4 = (-b**3*d4/360 + b**4*d2**2/240 + b**4*d1*d3/180
        - b**5*d1**2*d2/360)
assert sp.expand(second - log4 - gap4) == 0

# ---------- numerical tools on a periodic grid ----------
N, dx = 401, 0.25
period = N*dx
mid = N//2
grid = (np.arange(N) - mid)*dx
wave = 2*np.pi*np.fft.fftfreq(N, dx)
eye = np.eye(N)
D = np.fft.ifft(1j*wave[:, None]*np.fft.fft(eye, axis=0), axis=0).real
D2 = np.fft.ifft(-wave[:, None]**2*np.fft.fft(eye, axis=0), axis=0).real
D2 = (D2 + D2.T)/2


def thermal_state(U, ell2):
    """L, Boltzmann weights and eigenvectors by diagonalization"""
    energy, vec = np.linalg.eigh(-ell2/2*D2 + np.diag(U))
    weight = np.exp(-energy)
    density = (vec**2) @ weight/dx*np.sqrt(2*np.pi*ell2)
    return np.log(density), weight, vec


def density_gradient(U, ell2):
    """Newton solution of L = -U + (ell2/12)(L'' + L'^2/2)"""
    L = -U.copy()
    for part in np.linspace(0.125, 1, 8):
        a = part*ell2/12
        for _ in range(40):
            slope = D @ L
            residual = L + U - a*(D2 @ L + slope**2/2)
            step = np.linalg.solve(eye - a*D2 - a*slope[:, None]*D, residual)
            L = L - step
            if np.max(np.abs(step)) < 1e-8:
                break
        else:
            raise AssertionError('density-gradient solver did not converge')
    return L


def wigner_ratio(state, U, ell2, i, scaled_p):
    """Wigner function over its classical value; scaled_p = p/sqrt(m kT)"""
    _, weight, vec = state
    j = np.arange(-80, 81)
    left, right = (i + j) % N, (i - j) % N
    rho = np.einsum('jk,jk,k->j', vec[left], vec[right], weight)
    w = 2*np.sum(rho*np.cos(scaled_p/np.sqrt(ell2)*2*j*dx))
    return w/np.exp(-U[i] - scaled_p**2/2)


def wigner_formula(U, ell2, i, scaled_p):
    u1, u2 = (D @ U)[i], (D2 @ U)[i]
    return 1 + ell2*(-u2/8 + u1**2/24 + scaled_p**2*u2/24)


def momentum_width(state, ell2):
    """local <p^2>/(m kT) of the Wigner function"""
    _, weight, vec = state
    top = ((D @ vec)**2 - vec*(D2 @ vec)) @ weight
    return ell2/2*top/((vec**2) @ weight)


# harmonic oscillator: closed thermal density against diagonalization
u_h, ell2_h = 2.0, 16.0
L_h = thermal_state(0.5*u_h**2*grid**2/ell2_h, ell2_h)[0]
near = np.abs(grid) < 8
mehler = (0.5*np.log(u_h/np.sinh(u_h))
          - grid**2/ell2_h*u_h*np.tanh(u_h/2))
assert np.max(np.abs(L_h - mehler)[near]) < 1e-7

# ---------- worked example ----------
k_eV = const.k/const.e
hbar2_m0 = const.hbar**2/const.m_e/const.e*1e18      # eV nm^2
T, V0, width = 300.0, 0.10, 7.0
m_t, m_l = 0.19, 0.92
kT = k_eV*T
ell2 = hbar2_m0/m_t/kT


def barrier(w, temp):
    return V0/(k_eV*temp)*np.exp(-grid**2/(2*w**2))


U = barrier(width, T)
state = thermal_state(U, ell2)
L_ref = state[0]
L_dg = density_gradient(U, ell2)
err_cl = np.max(np.abs(-U - L_ref))
err_dg = np.max(np.abs(L_dg - L_ref))
err_bohm = np.max(np.abs(density_gradient(U, 3*ell2) - L_ref))
assert err_dg < 0.02 and err_dg < 0.2*err_cl
assert err_bohm > 5*err_dg

# heavier masses approach the asymptotic regime: test the hbar^4 gap
U1, U2 = D @ U, D2 @ U
U3, U4 = D @ U2, D2 @ U2
gap_shape = -U4/360 + U2**2/240 + U1*U3/180 - U1**2*U2/360
gap_error = []
for factor in (4, 16):
    small = ell2/factor
    heavy = thermal_state(U, small)
    gap = density_gradient(U, small) - heavy[0]
    predicted = small**2*gap_shape
    gap_error.append(np.max(np.abs(gap - predicted))
                     / np.max(np.abs(predicted)))
assert gap_error[1] < 0.1 and gap_error[0] > 2.5*gap_error[1]

# Wigner function and momentum width at the heaviest mass
points = [(i, sc) for i in (mid, mid + 28) for sc in (0.0, 1.0, 2.0)]
w_ref = np.array([wigner_ratio(heavy, U, small, *pt) for pt in points])
w_for = np.array([wigner_formula(U, small, *pt) for pt in points])
assert np.max(np.abs(w_ref - w_for)) < 0.1*np.max(np.abs(w_for - 1))
theta_heavy = momentum_width(heavy, small)
corr = small*U2/12
assert np.max(np.abs(theta_heavy - 1 - corr)) < 0.1*np.max(np.abs(corr))
theta = momentum_width(state, ell2)[mid]
assert abs(theta - 1 - ell2*U2[mid]/12) < 0.02

# ---------- particle Monte Carlo in V + Lam ----------
rng = np.random.default_rng(7)
particles, steps, burn, dt, tau = 60000, 3000, 300, 4.0, 100.0
v_th = np.sqrt(kT*const.e/(m_t*const.m_e))*1e-6       # nm/fs
cells = 4010
h = period/cells
fine = -period/2 + (np.arange(cells) + 0.5)*h
accel = v_th**2*np.interp(fine, grid, D @ L_dg)
core, far = 5.0, 35.0


def core_ratio(L):
    n = np.exp(np.interp(fine, grid, L))
    return n[np.abs(fine) < core].mean()/n[np.abs(fine) > far].mean()


start = np.exp(-np.interp(fine, grid, U))            # classical start
pos = rng.choice(fine, size=particles, p=start/start.sum())
vel = v_th*rng.standard_normal(particles)
counts = np.zeros((steps, 2))
for n_step in range(steps):
    pos += 0.5*dt*vel
    pos -= period*np.floor(pos/period + 0.5)
    cell = np.clip(((pos + period/2)/h).astype(int), 0, cells - 1)
    vel += dt*accel[cell]
    pos += 0.5*dt*vel
    pos -= period*np.floor(pos/period + 0.5)
    hit = np.flatnonzero(rng.random(particles) < dt/tau)
    vel[hit] = v_th*rng.standard_normal(hit.size)
    dist = np.abs(pos)
    counts[n_step] = np.sum(dist < core), np.sum(dist > far)
blocks = counts[burn:].reshape(10, -1, 2).sum(axis=1)
ratios = blocks[:, 0]/(2*core)/(blocks[:, 1]/(period - 2*far))
mc, mc_se = ratios.mean(), ratios.std(ddof=1)/np.sqrt(10)
r_cl, r_ref, r_dg = core_ratio(-U), core_ratio(L_ref), core_ratio(L_dg)
assert abs(mc - r_dg) < 4*mc_se + 0.01*r_dg
assert mc - r_cl > 4*mc_se

# ---------- neglected effects and limits ----------


def lowering(w, temp, mass):
    """barrier lowering at the top (meV), reference and DG; max error in L"""
    e2 = hbar2_m0/mass/(k_eV*temp)
    pot = barrier(w, temp)
    ref, dg = thermal_state(pot, e2)[0], density_gradient(pot, e2)
    scale = 1e3*k_eV*temp
    return (scale*(ref + pot)[mid], scale*(dg + pot)[mid],
            np.max(np.abs(ref - dg)))


base = lowering(width, T, m_t)
valley = lowering(width, T, m_l)
short = lowering(3.0, T, m_t)
cold = lowering(width, 77.0, m_t)
assert short[2] > base[2] and cold[2] > base[2]
hw_b = np.sqrt(hbar2_m0/m_t*V0/width**2)             # eV


def fermi_half(eta):
    val = quad(lambda r: 2*r*r*expit(eta - r*r), 0, 12, limit=200)[0]
    return 2/np.sqrt(np.pi)*val


m_dos = 6**(2/3)*(m_l*m_t**2)**(1/3)
N_c = 2*(m_dos*kT/(2*np.pi*hbar2_m0))**1.5*1e21      # cm^-3
n_source = 1e20
eta = brentq(lambda e: N_c*fermi_half(e) - n_source, -10, 20)
eta_top = eta - V0/kT
deg_source = fermi_half(eta)/np.exp(eta)
deg_top = fermi_half(eta_top)/np.exp(eta_top)
alpha = 0.5                                           # 1/eV, rough

# hard wall, lengths in thermal lengths: image formula and DG solution
z = np.linspace(0, 4, 81)
kbox = np.pi*np.arange(1, 200)/20
box = np.sqrt(2*np.pi)*(2/20)*(np.sin(np.outer(z, kbox))**2
                               @ np.exp(-kbox**2/2))
assert np.max(np.abs(box - (1 - np.exp(-2*z**2)))) < 1e-8
mesh = np.linspace(0, 5, 400)
guess = np.tanh(np.sqrt(6)*mesh)
wall = solve_bvp(
    lambda r, f: np.vstack([f[1], 12*f[0]*np.log(np.maximum(f[0], 1e-12))]),
    lambda fa, fb: np.array([fa[0], fb[0] - 1]), mesh,
    np.vstack([guess, np.sqrt(6)*(1 - guess**2)]), tol=1e-6, max_nodes=50000)
assert wall.success
slope2 = wall.sol(0.0)[1]**2
assert abs(slope2 - 6) < 0.01
wall_ratio = slope2/2
zz = np.linspace(0, 5, 5001)
ell_n = np.sqrt(hbar2_m0/m_l/kT)
dead_dg = ell_n*np.trapezoid(1 - wall.sol(zz)[0]**2, zz) \
    if hasattr(np, 'trapezoid') else \
    ell_n*np.trapz(1 - wall.sol(zz)[0]**2, zz)
dead_ref = ell_n*quad(lambda r: np.exp(-2*r*r), 0, 10)[0]

# ---------- printed results ----------
print(f'temperature {T:.0f} K, kT = {kT*1e3:.3f} meV')
print(f'barrier height {V0:.2f} eV, standard deviation {width:.1f} nm')
print(f'transport mass {m_t:.2f} m0, heavy valley mass {m_l:.2f} m0')
print(f'thermal length ell = {np.sqrt(ell2):.3f} nm')
print(f'max ell^2|U"|/12 = {np.max(np.abs(ell2*U2/12)):.4f}')
print(f'max ell^2 U\'^2/24 = {np.max(ell2*U1**2/24):.4f}')
print('x (nm): n/n0 classical, diagonalized, density-gradient')
for i in range(mid, mid + 57, 14):
    print(f'{grid[i]:5.1f}: {np.exp(-U[i]):.5f} {np.exp(L_ref[i]):.5f} '
          f'{np.exp(L_dg[i]):.5f}')
print(f'max error of ln n, classical: {err_cl:.4f}')
print(f'max error of ln n, density-gradient: {err_dg:.4f}')
print(f'max error of ln n, full Bohm coefficient: {err_bohm:.4f}')
print(f'barrier lowering, diagonalized: {base[0]:.3f} meV')
print(f'barrier lowering, density-gradient: {base[1]:.3f} meV')
print(f'relative misfit of hbar^4 gap, mass x4: {gap_error[0]:.4f}')
print(f'relative misfit of hbar^4 gap, mass x16: {gap_error[1]:.4f}')
print('Wigner/classical at top, p = 0: diagonalized '
      f'{wigner_ratio(state, U, ell2, mid, 0.0):.4f}, '
      f'formula {wigner_formula(U, ell2, mid, 0.0):.4f}')
print(f'<p^2>/(m kT) at top: diagonalized {theta:.4f}, '
      f'formula {1 + ell2*U2[mid]/12:.4f}')
print(f'Monte Carlo: {particles} particles, {steps} steps of {dt:.0f} fs')
print(f'collision time {tau:.0f} fs, discarded steps {burn}')
print(f'mean n/n0 within {core:.0f} nm of top, classical: {r_cl:.5f}')
print(f'same, diagonalized: {r_ref:.5f}')
print(f'same, density-gradient: {r_dg:.5f}')
print(f'same, Monte Carlo: {mc:.5f} +/- {mc_se:.5f} (standard error)')
print(f'heavy valley lowering: diagonalized {valley[0]:.3f}, '
      f'DG {valley[1]:.3f} meV')
print(f'3 nm barrier lowering: diagonalized {short[0]:.2f}, '
      f'DG {short[1]:.2f} meV')
print(f'3 nm barrier, max DG error of ln n: {short[2]:.3f}')
print(f'77 K lowering: diagonalized {cold[0]:.2f}, DG {cold[1]:.2f} meV')
print(f'77 K, max DG error of ln n: {cold[2]:.3f}')
print(f'barrier-top quantum hbar*omega = {hw_b*1e3:.2f} meV')
print(f'hbar*omega/kT = {hw_b/kT:.3f} at 300 K, '
      f'{hw_b/(k_eV*77):.3f} at 77 K')
print(f'parabolic-top divergence temperature {hw_b/(np.pi*k_eV):.1f} K')
print(f'largest field {np.max(np.abs(U1))*kT*10:.4f} MV/cm')
print(f'source density taken for degeneracy check {n_source:.1e} cm^-3')
print(f'Fermi/Boltzmann density ratio, source: {deg_source:.3f}')
print(f'Fermi/Boltzmann density ratio, barrier top: {deg_top:.3f}')
print(f'nonparabolicity {alpha:.1f} /eV (rough): alpha*kT = {alpha*kT:.4f}')
print(f'hard wall, mass {m_l:.2f} m0: thermal length {ell_n:.3f} nm')
print(f'near-wall density ratio, DG/true: {wall_ratio:.3f}')
print(f'depleted thickness: true {dead_ref:.3f} nm, DG {dead_dg:.3f} nm')
print('no test failed')
```

It prints:

```
temperature 300 K, kT = 25.852 meV
barrier height 0.10 eV, standard deviation 7.0 nm
transport mass 0.19 m0, heavy valley mass 0.92 m0
thermal length ell = 3.939 nm
max ell^2|U"|/12 = 0.1021
max ell^2 U'^2/24 = 0.0726
x (nm): n/n0 classical, diagonalized, density-gradient
  0.0: 0.02090 0.02312 0.02316
  3.5: 0.03292 0.03645 0.03639
  7.0: 0.09574 0.10228 0.10196
 10.5: 0.28484 0.28614 0.28613
 14.0: 0.59244 0.57772 0.57848
max error of ln n, classical: 0.1030
max error of ln n, density-gradient: 0.0033
max error of ln n, full Bohm coefficient: 0.1937
barrier lowering, diagonalized: 2.614 meV
barrier lowering, density-gradient: 2.655 meV
relative misfit of hbar^4 gap, mass x4: 0.1174
relative misfit of hbar^4 gap, mass x16: 0.0321
Wigner/classical at top, p = 0: diagonalized 1.1632, formula 1.1531
<p^2>/(m kT) at top: diagonalized 0.9009, formula 0.8979
Monte Carlo: 60000 particles, 3000 steps of 4 fs
collision time 100 fs, discarded steps 300
mean n/n0 within 5 nm of top, classical: 0.02942
same, diagonalized: 0.03252
same, density-gradient: 0.03250
same, Monte Carlo: 0.03261 +/- 0.00012 (standard error)
heavy valley lowering: diagonalized 0.544, DG 0.547 meV
3 nm barrier lowering: diagonalized 13.07, DG 12.72 meV
3 nm barrier, max DG error of ln n: 0.033
77 K lowering: diagonalized 15.36, DG 15.79 meV
77 K, max DG error of ln n: 0.472
barrier-top quantum hbar*omega = 28.61 meV
hbar*omega/kT = 1.107 at 300 K, 4.312 at 77 K
parabolic-top divergence temperature 105.7 K
largest field 0.0866 MV/cm
source density taken for degeneracy check 1.0e+20 cm^-3
Fermi/Boltzmann density ratio, source: 0.293
Fermi/Boltzmann density ratio, barrier top: 0.919
nonparabolicity 0.5 /eV (rough): alpha*kT = 0.0129
hard wall, mass 0.92 m0: thermal length 1.790 nm
near-wall density ratio, DG/true: 3.000
depleted thickness: true 1.122 nm, DG 0.868 nm
no test failed
```
